# How often electrons meet the surfaces of a thin metal film: a numerical check

```python
# Result under test: electrons with isotropic directions in a film meet its
# surfaces, on average, lam/(2 d) times per bulk collision.
#   lam : bulk mean free path (nm)      d : film thickness (nm)
#   mu  : cosine of the angle between velocity and film normal
#   kappa = d/lam ; expn(n, x) is the exponential integral E_n(x)
# Random flights, direct averages and quadrature are compared with formulas.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expn

rng = np.random.default_rng(12345)
lam = 39.0
d = 10.0
kappa = d / lam
hits_formula = lam / (2 * d)


def follow_electrons(thickness, specular, cosine_law=True):
    """Follow electrons event by event.

    Returns surface hits per bulk collision and the fraction of flights
    between bulk collisions that meet no surface."""
    count = 20000
    z = np.full(count, 0.5 * thickness)
    mu = rng.uniform(-1, 1, count)
    untouched = np.ones(count, dtype=bool)
    hits = bulk = free_flights = 0
    for step in range(500):
        to_wall = np.where(mu > 0, thickness - z, z) / np.abs(mu)
        path = rng.exponential(lam, count)
        hit = path >= to_wall
        if step >= 100:          # the first events only remove the start
            hits += hit.sum()
            bulk += (~hit).sum()
            free_flights += (untouched & ~hit).sum()
        wall_position = np.where(mu > 0, thickness, 0.0)
        z = np.where(hit, wall_position, z + mu * path)
        u = 1.0 - rng.random(count)
        emitted = np.sqrt(u) if cosine_law else u
        mirror = rng.random(count) < specular
        reflected = np.where(mirror, -mu, -np.sign(mu) * emitted)
        mu = np.where(hit, reflected, rng.uniform(-1, 1, count))
        untouched = ~hit
    return hits / bulk, free_flights / bulk


# --- counts from random flights; tolerances cover the sampling error
no_hit_formula = 1 - (0.5 - expn(3, kappa)) / kappa
next_wall = 2 * expn(3, kappa)
simulated = {}
for specular in (1.0, 0.5, 0.0):
    ratio, no_hit = follow_electrons(d, specular)
    simulated[specular] = (ratio, no_hit)
    assert abs(ratio - hits_formula) < 0.02
    assert abs(no_hit - no_hit_formula) < 0.005
d_thick = 80.0
ratio_thick, _ = follow_electrons(d_thick, 0.0)
assert abs(ratio_thick - lam / (2 * d_thick)) < 0.005
ratio_wrong, _ = follow_electrons(d, 0.0, cosine_law=False)
assert ratio_wrong < 0.85 * hits_formula
assert abs((1 - no_hit_formula) / (1 - next_wall) - hits_formula) < 1e-10

# --- direction averages from random unit vectors
vec = rng.normal(size=(1000000, 3))
vec /= np.linalg.norm(vec, axis=1)[:, None]
mean_abs_mu = np.mean(np.abs(vec[:, 2]))
current_mu = np.mean(vec[:, 0]**2 * np.abs(vec[:, 2])) / np.mean(vec[:, 0]**2)
assert abs(mean_abs_mu - 1 / 2) < 0.002
assert abs(current_mu - 3 / 8) < 0.002
hits_current = 3 * lam / (8 * d)


# --- film conductivity with fully diffuse surfaces
def conductivity_ratio(k):
    return 1 - 1.5 / k * (0.25 - expn(3, k) + expn(5, k))


nodes, weights = np.polynomial.legendre.leggauss(400)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights
mu_grid, depth = np.meshgrid(nodes, nodes, indexing="ij")
survive = 1 - np.exp(-depth * kappa / mu_grid)
sigma_direct = 1.5 * weights @ ((1 - mu_grid**2) * survive) @ weights
sigma_film = conductivity_ratio(kappa)
assert abs(sigma_direct - sigma_film) < 1e-4
thick_slope = (1 / conductivity_ratio(50.0) - 1) * 50.0
assert abs(thick_slope - 3 / 8) < 0.01

# --- times, from a rough free-electron density for copper
density = 8.5e28                                   # per m^3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
v_fermi = const.hbar * k_fermi / const.m_e
time_bulk = lam * 1e-9 / v_fermi * 1e15            # fs
time_surface = 2 * d * 1e-9 / v_fermi * 1e15       # fs

# --- neglected: grain boundaries, upright square grains of side grain
grain = 10.0
reflect = 0.3
flight = rng.exponential(lam, len(vec))
crossings = 0.0
for axis in (0, 1):
    start = rng.uniform(0, grain, len(vec))
    end = start + flight * vec[:, axis]
    crossings += np.mean(np.abs(np.floor(end / grain)))
assert abs(crossings - lam / grain) < 0.03


# --- neglected: temperature of use, Bloch-Grueneisen phonon resistivity
def phonon_resistivity(temperature, debye):
    def integrand(x):
        return x**5 / (np.expm1(x) * -np.expm1(-x))
    integral = quad(integrand, 0, debye / temperature)[0]
    return (temperature / debye)**5 * integral


debye, t_room, t_hot = 340.0, 300.0, 378.0
high_t = phonon_resistivity(20 * debye, debye)
high_t /= phonon_resistivity(10 * debye, debye)
assert abs(high_t - 2) < 0.01
lam_hot = lam * phonon_resistivity(t_room, debye)
lam_hot /= phonon_resistivity(t_hot, debye)

# --- neglected: quantized motion across the film (hard walls, bulk k_F)
subbands = int(k_fermi * d * 1e-9 / np.pi)
k_z = np.arange(1, subbands + 1) * np.pi / (d * 1e-9)
mu_quantum = np.mean(k_z / k_fermi)
hits_quantum = mu_quantum * lam / d

# --- neglected: anisotropic Fermi surface, nearest-neighbour fcc band
# energies in units of the hopping t, wavenumbers in units of 1/a
points = 96
axis_k = -2 * np.pi + (np.arange(points) + 0.5) * 4 * np.pi / points
kx, ky, kz = np.meshgrid(axis_k, axis_k, axis_k, indexing="ij")
cx, cy, cz = np.cos(kx / 2), np.cos(ky / 2), np.cos(kz / 2)
energy = -4 * (cx * cy + cy * cz + cz * cx)
vx = 2 * np.sin(kx / 2) * (cy + cz)
vy = 2 * np.sin(ky / 2) * (cx + cz)
vz = 2 * np.sin(kz / 2) * (cx + cy)
speed = np.sqrt(vx**2 + vy**2 + vz**2)


def normal_share(level, normal, width=0.1):
    """Mean |velocity along normal| over mean speed, near one energy."""
    w = np.exp(-0.5 * ((energy - level) / width)**2)
    n = np.array(normal) / np.linalg.norm(normal)
    along = np.abs(n[0] * vx + n[1] * vy + n[2] * vz)
    return np.sum(w * along) / np.sum(w * speed)


# near the band bottom the surface is almost a sphere: share close to 1/2
assert abs(normal_share(-11.0, (0, 0, 1), 0.2) - 0.5) < 0.02
e_fermi = np.median(energy)                        # half-filled band
energy_L = -4 * 3 * np.cos(np.pi / 2)**2
assert energy_L < e_fermi                          # necks at the L points
share_001 = normal_share(e_fermi, (0, 0, 1))
share_111 = normal_share(e_fermi, (1, 1, 1))

print(f"bulk mean free path: {lam:.1f} nm")
print(f"film thickness: {d:.1f} nm")
print(f"thickness / mean free path: {kappa:.4f}")
print(f"mean |mu|, random directions: {mean_abs_mu:.4f}")
print(f"mean path between surface hits, 2d: {2 * d:.1f} nm")
print(f"surface hits per bulk collision, formula: {hits_formula:.3f}")
for specular, (ratio, no_hit) in simulated.items():
    print(f"  simulated, specular fraction {specular:.1f}: {ratio:.3f}"
          f" ; flights with no hit {no_hit:.3f}")
print(f"flights with no hit, formula: {no_hit_formula:.3f}")
print(f"chance to reach next wall after diffuse hit: {next_wall:.3f}")
print(f"thicker film: {d_thick:.1f} nm")
print(f"  hits, formula: {lam / (2 * d_thick):.3f}")
print(f"  hits, simulated: {ratio_thick:.3f}")
print(f"hits if emission is uniform in solid angle: {ratio_wrong:.3f}")
print(f"current-weighted mean |mu|: {current_mu:.4f}")
print(f"current-weighted hits per bulk collision: {hits_current:.3f}")
print(f"resistivity ratio, thick-film formula: {1 + hits_current:.3f}")
print(f"conductivity ratio, full diffuse formula: {sigma_film:.4f}")
print(f"conductivity ratio, direct quadrature: {sigma_direct:.4f}")
print(f"resistivity ratio, full diffuse formula: {1 / sigma_film:.3f}")
print(f"electron density (rough, copper): {density * 1e-6:.2e} cm^-3")
print(f"Fermi wavenumber: {k_fermi * 1e-9:.2f} nm^-1")
print(f"Fermi speed: {v_fermi * 1e-6:.3f} nm/fs")
print(f"mean time between bulk collisions: {time_bulk:.1f} fs")
print(f"mean time between surface hits: {time_surface:.1f} fs")
print(f"grain side (rough): {grain:.1f} nm")
print(f"grain crossings per bulk collision, formula: {lam / grain:.2f}")
print(f"grain crossings per bulk collision, simulated: {crossings:.2f}")
print(f"boundary reflection probability (rough): {reflect:.2f}")
print(f"grain reflections per bulk collision: {reflect * lam / grain:.2f}")
print(f"Debye temperature (rough, copper): {debye:.0f} K")
print(f"room and working temperature: {t_room:.0f} K, {t_hot:.0f} K")
print(f"mean free path at working temperature: {lam_hot:.1f} nm")
print(f"hits at working temperature: {lam_hot / (2 * d):.2f}")
print(f"occupied subbands: {subbands}")
print(f"mean |mu| with subbands: {mu_quantum:.4f}")
print(f"hits with subbands: {hits_quantum:.3f}")
print(f"fcc model Fermi level: {e_fermi:.3f} t ; L point: {energy_L:.3f} t")
print(f"fcc model |v_n|/|v|, (001) film: {share_001:.4f}")
print(f"fcc model |v_n|/|v|, (111) film: {share_111:.4f}")
print(f"fcc model hits, (001) film: {share_001 * lam / d:.3f}")
print(f"fcc model hits, (111) film: {share_111 * lam / d:.3f}")
print("PASS")
```

It prints:

```
bulk mean free path: 39.0 nm
film thickness: 10.0 nm
thickness / mean free path: 0.2564
mean |mu|, random directions: 0.5000
mean path between surface hits, 2d: 20.0 nm
surface hits per bulk collision, formula: 1.950
  simulated, specular fraction 1.0: 1.950 ; flights with no hit 0.303
  simulated, specular fraction 0.5: 1.950 ; flights with no hit 0.303
  simulated, specular fraction 0.0: 1.949 ; flights with no hit 0.304
flights with no hit, formula: 0.303
chance to reach next wall after diffuse hit: 0.643
thicker film: 80.0 nm
  hits, formula: 0.244
  hits, simulated: 0.244
hits if emission is uniform in solid angle: 1.431
current-weighted mean |mu|: 0.3751
current-weighted hits per bulk collision: 1.462
resistivity ratio, thick-film formula: 2.462
conductivity ratio, full diffuse formula: 0.3723
conductivity ratio, direct quadrature: 0.3723
resistivity ratio, full diffuse formula: 2.686
electron density (rough, copper): 8.50e+22 cm^-3
Fermi wavenumber: 13.60 nm^-1
Fermi speed: 1.575 nm/fs
mean time between bulk collisions: 24.8 fs
mean time between surface hits: 12.7 fs
grain side (rough): 10.0 nm
grain crossings per bulk collision, formula: 3.90
grain crossings per bulk collision, simulated: 3.90
boundary reflection probability (rough): 0.30
grain reflections per bulk collision: 1.17
Debye temperature (rough, copper): 340 K
room and working temperature: 300 K, 378 K
mean free path at working temperature: 30.2 nm
hits at working temperature: 1.51
occupied subbands: 43
mean |mu| with subbands: 0.5081
hits with subbands: 1.982
fcc model Fermi level: 0.916 t ; L point: -0.000 t
fcc model |v_n|/|v|, (001) film: 0.4430
fcc model |v_n|/|v|, (111) film: 0.5298
fcc model hits, (001) film: 1.728
fcc model hits, (111) film: 2.066
PASS
```
